# Constant-relaxation-time conductivity of cosine bands against filling: a numerical check

```python
# Result under test: for nearest-neighbour cosine bands with constant tau,
#   sigma_xx = (e^2 tau / hbar^2) a^(2-d) (-K/d),  largest at one electron per site.
# K: band energy per site from the band centre; d: dimension (1 chain, 2 square);
# n: electrons per site (0..2); t: hopping; a: lattice constant; mu: chemical potential.
# Hartree atomic units throughout (e = hbar = m_e = 1).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, ellipkm1

t, a, tau = 0.01, 6.0, 500.0


def band(dim, points):
    """Energies and x velocities on a periodic grid; axis 0 is k_x."""
    theta = 2 * np.pi * np.arange(points) / points
    if dim == 1:
        return -2 * t * np.cos(theta), 2 * t * a * np.sin(theta)
    energy = -2 * t * (np.cos(theta)[:, None] + np.cos(theta)[None, :])
    return energy, 2 * t * a * np.sin(theta)[:, None]


def zone_sums(energy, velocity, dim, mu, kT):
    """Filling, energy per site, and conductivity from velocity squared."""
    f = expit(-(energy - mu) / kT)
    minus_df = f * expit((energy - mu) / kT) / kT
    sigma = 2 * tau * np.mean(velocity**2 * minus_df) / a**dim
    return 2 * np.mean(f), 2 * np.mean(energy * f), sigma


def chain_zero(n):
    """Zero-temperature chain: energy per site and conductivity."""
    K = -4 * t / np.pi * np.sin(np.pi * n / 2)
    return K, -tau * a * K


ky = np.pi * (np.arange(100000) + 0.5) / 100000


def square_zero(mu):
    """Zero-temperature square lattice as a set of chains, one for each k_y."""
    q = np.arccos(np.clip(-mu / (2 * t) - np.cos(ky), -1, 1))
    return 2 * np.mean(q) / np.pi, tau * 4 * t / np.pi * np.mean(np.sin(q))


def square_mu(n):
    return brentq(lambda m: square_zero(m)[0] - n, -4 * t, 4 * t, xtol=1e-14)


# Velocity-squared conductivity against the energy, at finite temperature
for dim, points in ((1, 1000), (2, 400)):
    energy, velocity = band(dim, points)
    for kT in (0.1 * t, t):
        for mu in (-1.3 * t, 0.0, 0.7 * t):
            n, K, sigma = zone_sums(energy, velocity, dim, mu, kT)
            assert abs(sigma / (tau * a**(2 - dim) * (-K / dim)) - 1) < 1e-9

# Full steady Boltzmann equation at finite field, solved as a linear system
N = 201
index = np.arange(N)
diff = index[:, None] - index[None, :]
half_sine = np.sin(np.pi * diff / N)
np.fill_diagonal(half_sine, 1.0)
derivative = 0.5 * np.where(diff % 2 == 0, 1.0, -1.0) / half_sine
np.fill_diagonal(derivative, 0.0)
field_ratio = {}
for dim in (1, 2):
    energy, velocity = band(dim, N)
    mu, kT = -0.6 * t, 0.1 * t
    f0 = expit(-(energy - mu) / kT)
    sigma = zone_sums(energy, velocity, dim, mu, kT)[2]
    for x in (0.01, 0.5):
        field = x / (a * tau)
        f = np.linalg.solve(np.eye(N) - tau * field * a * derivative, f0)
        current = -2 * np.mean(velocity * f) / a**dim
        field_ratio[dim, x] = current / (field * sigma)
        assert abs(field_ratio[dim, x] * (1 + x**2) - 1) < 1e-8

# Zero-temperature chain formula against cold velocity-squared sums
fillings = np.array([0.25, 0.5, 0.75, 1.0, 1.25, 1.5, 1.75])
energy, velocity = band(1, 8000)
for n in fillings:
    cold = zone_sums(energy, velocity, 1, -2 * t * np.cos(np.pi * n / 2), 0.005 * t)
    # remaining difference is the thermal correction of order (kT/t)^2
    assert abs(cold[0] - n) < 1e-3
    assert abs(cold[2] / chain_zero(n)[1] - 1) < 2e-3

# Column formula against the elliptic-integral density of states
def dos_moment(power, mu):
    def integrand(e):
        return e**power * ellipkm1((e / 4)**2) / (2 * np.pi**2)
    top = mu / t
    if top <= 0:
        return 2 * quad(integrand, -4, top)[0]
    return 2 * (quad(integrand, -4, 0)[0] + quad(integrand, 0, top)[0])


for mu in (-2.5 * t, -0.8 * t, 0.0, 1.1 * t):
    n, sigma = square_zero(mu)
    assert abs(dos_moment(0, mu) - n) < 1e-5
    assert abs(-tau * t * dos_moment(1, mu) / 2 / sigma - 1) < 1e-5

# Column formula against cold velocity-squared sums
energy, velocity = band(2, 1000)
for mu in (square_mu(0.5), 0.0):
    cold = zone_sums(energy, velocity, 2, mu, 0.02 * t)
    assert abs(cold[2] / square_zero(mu)[1] - 1) < 2e-3
assert abs(square_zero(0.0)[1] / (8 * t * tau / np.pi**2) - 1) < 1e-7

# Slope of the zero-temperature energy with filling equals mu
step = 0.01
K_up, K_down = [-2 * square_zero(square_mu(0.5 + s))[1] / tau for s in (step, -step)]
slope = (K_up - K_down) / (2 * step)
mu_quarter = square_mu(0.5)
assert abs(slope / mu_quarter - 1) < 1e-3

# Position of the maximum and monotonic rise below half filling
peaks = {}
for dim, points in ((1, 1000), (2, 200)):
    energy, velocity = band(dim, points)
    for kT in (0.1 * t, t):
        best = minimize_scalar(
            lambda m: -zone_sums(energy, velocity, dim, m * t, kT)[2],
            bounds=(-1.5, 1.9), method="bounded", options={"xatol": 1e-8})
        n, K, sigma = zone_sums(energy, velocity, dim, best.x * t, kT)
        peaks[dim, kT] = (n, K, sigma)
        assert abs(n - 1) < 1e-4
        scan = np.array([zone_sums(energy, velocity, dim, m, kT)
                         for m in np.linspace(-5 * t, 0, 21)])
        assert np.all(np.diff(scan[:, 0]) > 0) and np.all(np.diff(scan[:, 2]) > 0)

# Dilute limit: Drude line with band mass 1/(2 t a^2)
mass = 1 / (2 * t * a**2)
n_small = 0.01
drude_chain = n_small * tau / (mass * a)
drude_square = n_small * tau / (mass * a**2)
dilute_chain = chain_zero(n_small)[1] / drude_chain
dilute_square = square_zero(square_mu(n_small))[1] / drude_square
assert abs(dilute_chain - 1) < 0.02 and abs(dilute_square - 1) < 0.02
half_chain = chain_zero(1.0)[1] / (tau / (mass * a))
half_square = square_zero(0.0)[1] / (tau / (mass * a**2))
assert abs(half_chain - 2 / np.pi) < 1e-7
assert abs(half_square - 4 / np.pi**2) < 1e-7

# Counterexample: second-neighbour hopping on the chain
t2 = 0.1 * t
theta = 2 * np.pi * np.arange(8000) / 8000
first, second = -2 * t * np.cos(theta), -2 * t2 * np.cos(2 * theta)
velocity2 = a * (2 * t * np.sin(theta) + 4 * t2 * np.sin(2 * theta))
kT_cold = 0.01 * t


def second_neighbour(mu):
    n, K, sigma = zone_sums(first + second, velocity2, 1, mu, kT_cold)
    f = expit(-(first + second - mu) / kT_cold)
    K1, K2 = 2 * np.mean(first * f), 2 * np.mean(second * f)
    assert abs(sigma / (-tau * a * (K1 + 4 * K2)) - 1) < 1e-8
    return n, sigma, sigma / (-tau * a * K)


best = minimize_scalar(lambda m: -second_neighbour(m * t)[1],
                       bounds=(-1.7, 1.7), method="bounded", options={"xatol": 1e-8})
n_peak2, sigma_peak2, ratio_peak2 = second_neighbour(best.x * t)
cos_peak = (-t + np.sqrt(t**2 + 128 * t2**2)) / (16 * t2)
n_formula2 = 2 * np.arccos(cos_peak) / np.pi
assert abs(n_peak2 - n_formula2) < 2e-3
ratio_other = second_neighbour(1.0 * t)
assert abs(ratio_peak2 - ratio_other[2]) > 0.02 and abs(n_peak2 - 1) > 0.1

# Worked example
siemens = sc.e**2 / sc.hbar
bohr = sc.physical_constants["Bohr radius"][0]
time_unit = sc.physical_constants["atomic unit of time"][0]
kelvin = sc.physical_constants["hartree-kelvin relationship"][0]
print(f"hopping t = {t:.3f} hartree")
print(f"lattice constant a = {a:.1f} bohr")
print(f"relaxation time tau = {tau:.0f} hbar/hartree = {tau*time_unit*1e15:.2f} fs")
print(f"band mass = {mass:.4f} electron masses")
print(f"largest chain mean free path 2 t a tau = {2*t*a*tau:.1f} bohr")
print("T=0 chain: n, K (hartree), sigma (e^2 bohr/hbar)")
for n in fillings:
    K, sigma = chain_zero(n)
    print(f"  {n:.2f}  {K:.6f}  {sigma:.4f}")
print("T=0 square: n, mu (hartree), K (hartree), sigma (e^2/hbar)")
for n in fillings:
    mu = square_mu(n)
    sigma = square_zero(mu)[1]
    print(f"  {n:.2f}  {mu:+.6f}  {-2*sigma/tau:.6f}  {sigma:.4f}")
print(f"chain half filling, SI: {chain_zero(1.0)[1]*siemens*bohr:.4e} S m")
print(f"square half filling, SI: {square_zero(0.0)[1]*siemens:.4e} S")
for (dim, kT), (n, K, sigma) in peaks.items():
    name, unit = ("chain", "e^2 bohr/hbar") if dim == 1 else ("square", "e^2/hbar")
    print(f"{name}, kT = {kT:.3f} hartree ({kT*kelvin:.0f} K): peak n = {n:.4f}")
    print(f"  K = {K:.6f} hartree, sigma = {sigma:.4f} {unit}")
print(f"square dK/dn at n=0.5: {slope:.6f} hartree; mu: {mu_quarter:.6f} hartree")
print(f"sigma/Drude at n=0.01: chain {dilute_chain:.4f}, square {dilute_square:.4f}")
print(f"sigma/Drude at n=1: chain {half_chain:.4f}, square {half_square:.4f}")
for x in (0.01, 0.5):
    print(f"x = {x:.2f}: field = {x/(a*tau):.3e} hartree/(e bohr)")
    print(f"  j/(sigma E): chain {field_ratio[1, x]:.6f}, square {field_ratio[2, x]:.6f}")
print(f"second-neighbour chain: t2 = {t2:.4f} hartree, kT = {kT_cold:.4f} hartree")
print(f"  peak filling: numerical {n_peak2:.4f}, T=0 formula {n_formula2:.4f}")
print(f"  sigma/(-tau a K) at that peak: {ratio_peak2:.4f}")
print(f"  same ratio at n = {ratio_other[0]:.4f}: {ratio_other[2]:.4f}")
print("done: every assertion held")
```

Printed output:

```
hopping t = 0.010 hartree
lattice constant a = 6.0 bohr
relaxation time tau = 500 hbar/hartree = 12.09 fs
band mass = 1.3889 electron masses
largest chain mean free path 2 t a tau = 60.0 bohr
T=0 chain: n, K (hartree), sigma (e^2 bohr/hbar)
  0.25  -0.004872  14.6174
  0.50  -0.009003  27.0095
  0.75  -0.011763  35.2896
  1.00  -0.012732  38.1972
  1.25  -0.011763  35.2896
  1.50  -0.009003  27.0095
  1.75  -0.004872  14.6174
T=0 square: n, mu (hartree), K (hartree), sigma (e^2/hbar)
  0.25  -0.025786  -0.008162  2.0405
  0.50  -0.014397  -0.013128  3.2821
  0.75  -0.005682  -0.015583  3.8956
  1.00  +0.000000  -0.016211  4.0528
  1.25  +0.005682  -0.015583  3.8956
  1.50  +0.014397  -0.013128  3.2821
  1.75  +0.025786  -0.008162  2.0405
chain half filling, SI: 4.9201e-13 S m
square half filling, SI: 9.8652e-04 S
chain, kT = 0.001 hartree (316 K): peak n = 1.0000
  K = -0.012680 hartree, sigma = 38.0387 e^2 bohr/hbar
chain, kT = 0.010 hartree (3158 K): peak n = 1.0000
  K = -0.008117 hartree, sigma = 24.3503 e^2 bohr/hbar
square, kT = 0.001 hartree (316 K): peak n = 1.0000
  K = -0.016136 hartree, sigma = 4.0340 e^2/hbar
square, kT = 0.010 hartree (3158 K): peak n = 1.0000
  K = -0.012606 hartree, sigma = 3.1516 e^2/hbar
square dK/dn at n=0.5: -0.014398 hartree; mu: -0.014397 hartree
sigma/Drude at n=0.01: chain 1.0000, square 0.9922
sigma/Drude at n=1: chain 0.6366, square 0.4053
x = 0.01: field = 3.333e-06 hartree/(e bohr)
  j/(sigma E): chain 0.999900, square 0.999900
x = 0.50: field = 1.667e-04 hartree/(e bohr)
  j/(sigma E): chain 0.800000, square 0.800000
second-neighbour chain: t2 = 0.0010 hartree, kT = 0.0001 hartree
  peak filling: numerical 0.7935, T=0 formula 0.7935
  sigma/(-tau a K) at that peak: 1.0926
  same ratio at n = 1.2890: 0.8624
done: every assertion held
```
